# The spin-valley peak of phonon-induced relaxation in a silicon dot

## Symmetry fixes the mixing

Consider one electron in the lowest orbital of a quantum dot at a Si/SiO$_2$ interface. Without spin-orbit coupling or magnetic field its Hamiltonian is real, so the two nondegenerate valley eigenfunctions $|-\rangle$ and $|+\rangle$ can be chosen real. Let the Pauli matrices $\tau_i$ act on valley, with $|+\rangle$ the upper state of $\tau_z$, and let $\sigma_i$ act on spin.

Time reversal is $i\sigma_y$ followed by complex conjugation. It reverses every $\sigma_i$. Among the valley matrices it reverses $\tau_y$, which is imaginary, and leaves $1,\tau_x,\tau_z$ unchanged. Spin-orbit coupling at zero field must be even under time reversal, so its spin-dependent part within these four states can contain only

$$\tau_y\sigma_x,\qquad \tau_y\sigma_y,\qquad \tau_y\sigma_z .$$

A phonon potential is spin-independent. Between real valley functions, $\int\psi_a\psi_b e^{i\mathbf q\cdot\mathbf r}d^3r$ is symmetric in $a,b$, so this potential contains only $1,\tau_x,\tau_z$. A phonon cannot flip the spin by itself; it changes the valley, and the term $\tau_y\sigma_i$ turns part of that valley transition into spin relaxation. In the model below, the rate is therefore a valley emission rate times a mixing factor. The factor is dimensionless and can depend only on ratios of the spin, valley and coupling energies.

## Assumptions and theorem

Take the spin axis $z$ along the magnetic field $B$, with $|\uparrow\rangle$ the upper spin state. The Zeeman energy is $E_z=g\mu_BB$ and the valley splitting is $E_v$. A spin rotation about the field turns the two transverse couplings into one, $M\tau_y\sigma_x$ with $M>0$. The longitudinal term $\tau_y\sigma_z$ is dropped and sized later. The model is

$$H=\tfrac12E_v\tau_z+\tfrac12E_z\sigma_z+M\tau_y\sigma_x,\qquad M\ll E_v. \tag{1}$$

Orbital effects of the field, valley-dependent $g$ factors and higher orbitals are left out. Define

$$\delta=E_z-E_v,\quad S=E_z+E_v,\quad W_A=\sqrt{\delta^2+4M^2},\quad W_B=\sqrt{S^2+4M^2},$$
$$\tan2\alpha=\frac{2M}{\delta},\qquad \tan2\beta=\frac{2M}{S}, \tag{2}$$

with $-\pi/4<\alpha<\pi/4$ and $0<\beta<\pi/4$. For $\delta\ne0$, the spin-like state $|s\rangle$ is the state evolving from $|-\uparrow\rangle$ that keeps more than half of its weight there.

**Theorem.** In model (1), with golden-rule emission of one phonon, the rate from $|s\rangle$ to the ground state is

$$\Gamma_s=\Gamma_v(E)\sin^2(\alpha+\beta),\qquad E=\tfrac12\left[W_B+\operatorname{sgn}(\delta)W_A\right], \tag{3}$$

where $\Gamma_v(E)$ is the emission rate between pure valley states separated by $E$. To leading order in $M/E_v$, near $\delta=0$,

$$\Gamma_s\simeq\frac{\Gamma_v(E_v)}2\left[1-\frac{|\delta|}{\sqrt{\delta^2+4M^2}}\right]. \tag{4}$$

This is a local peak of height $\Gamma_v(E_v)/2$ and full width at half maximum $4M/\sqrt3$ in Zeeman energy.

Treating the eigenstates as separate decaying levels requires a gap well above the phonon linewidth. The last lemma shows what happens otherwise.

## Lemma 1: the mixed states

The term $\tau_y\sigma_x$ flips valley and spin together, so $H$ separates into two blocks. Since $\langle+|\tau_y|-\rangle=-i$, they are

$$H_A=\begin{pmatrix}\delta/2&iM\\-iM&-\delta/2\end{pmatrix}\ \text{in }(|-\uparrow\rangle,|+\downarrow\rangle),$$
$$H_B=\begin{pmatrix}S/2&-iM\\iM&-S/2\end{pmatrix}\ \text{in }(|+\uparrow\rangle,|-\downarrow\rangle).$$

The ground and spin-like states are

$$|g\rangle=\cos\beta|-\downarrow\rangle+i\sin\beta|+\uparrow\rangle,\qquad |s\rangle=\cos\alpha|-\uparrow\rangle-i\sin\alpha|+\downarrow\rangle. \tag{5}$$

**Proof.** From (2), $S=W_B\cos2\beta$ and $2M=W_B\sin2\beta$. The two components of $H_B|g\rangle$ are

$$\tfrac S2i\sin\beta-iM\cos\beta=\tfrac{iW_B}2(\cos2\beta\sin\beta-\sin2\beta\cos\beta)=-\tfrac{W_B}2\,i\sin\beta,$$
$$iM(i\sin\beta)-\tfrac S2\cos\beta=-\tfrac{W_B}2(\sin2\beta\sin\beta+\cos2\beta\cos\beta)=-\tfrac{W_B}2\cos\beta .$$

Thus $|g\rangle$ has energy $-W_B/2$, the lowest of the four.

For the other block put $\eta=\operatorname{sgn}(\delta)$. The chosen range of $\alpha$ makes $\cos2\alpha$ positive, so $\delta=\eta W_A\cos2\alpha$ and $2M=\eta W_A\sin2\alpha$. Then

$$\tfrac\delta2\cos\alpha+iM(-i\sin\alpha)=\tfrac{\eta W_A}2(\cos2\alpha\cos\alpha+\sin2\alpha\sin\alpha)=\tfrac{\eta W_A}2\cos\alpha,$$
$$-iM\cos\alpha+\tfrac\delta2i\sin\alpha=-\tfrac{i\eta W_A}2(\sin2\alpha\cos\alpha-\cos2\alpha\sin\alpha)=-\tfrac{\eta W_A}2\,i\sin\alpha .$$

So $|s\rangle$ has energy $\eta W_A/2$. Subtracting the ground energy gives $E$ in (3). $\square$

The spin-like state is the lower member of the excited doublet for $E_z<E_v$ and the upper member for $E_z>E_v$. The minimum gap of the doublet is $2M$.

## Lemma 2: the mixing factor

The phonon operator has an intervalley part proportional to $\tau_x$. Acting on (5),

$$\tau_x|s\rangle=\cos\alpha|+\uparrow\rangle-i\sin\alpha|-\downarrow\rangle .$$

The bra is $\langle g|=\cos\beta\langle-\downarrow|-i\sin\beta\langle+\uparrow|$, with the sign of $i$ reversed by conjugation. Hence

$$\langle g|\tau_x|s\rangle=-i(\sin\alpha\cos\beta+\cos\alpha\sin\beta)=-i\sin(\alpha+\beta). \tag{6}$$

The operators $1$ and $\tau_z$ keep both spin and valley. They cannot connect $|s\rangle$ in block A with $|g\rangle$ in block B. The mixing probability is therefore $\sin^2(\alpha+\beta)$.

The valley-like partner is $|v\rangle=\cos\alpha|+\downarrow\rangle-i\sin\alpha|-\uparrow\rangle$. The same calculation gives $\langle g|\tau_x|v\rangle=\cos(\alpha+\beta)$. The two mixing probabilities add to one: the doublet shares one valley transition.

## Lemma 3: the valley emission rate

Now let $z$ in coordinates and strain denote the normal to the interface; it need not be the spin axis. Assume bulk phonons in an isotropic solid of density $\rho$, with sound speeds $v_L$ and $v_T$. Both $z$ valleys feel the deformation potential $\Xi_d\operatorname{Tr}\varepsilon+\Xi_u\varepsilon_{zz}$.

For a dot small compared with the phonon wavelength, expand $e^{-i\mathbf q\cdot\mathbf r}\simeq1-i\mathbf q\cdot\mathbf r$. The first term vanishes between orthogonal valley states, leaving the dipole $\mathbf r_{-+}=\langle-|\mathbf r|+\rangle$. It is real, and is taken to lie in the plane with length $r$. If the dot had inversion symmetry in the plane, with both valley states of the same parity, this dipole would vanish. Interface disorder can break that symmetry.

In a volume $V$, the displacement amplitude of a mode is $\sqrt{\hbar/(2\rho V\omega)}$. A spatial derivative contributes a factor of magnitude $q$, so the squared emission element at zero temperature is

$$\frac{\hbar q^2}{2\rho V\omega}D^2(\mathbf q\cdot\mathbf r_{-+})^2,\qquad D=\Xi_d\,\mathbf e\cdot\hat{\mathbf q}+\Xi_u e_z\hat q_z,$$

where $\mathbf e$ is the polarization. Replace the mode sum by $V/(8\pi^3)\int q^2dq\,d\Omega$, and use $\omega=vq$ and $\delta(\hbar vq-E)=\delta(q-E/\hbar v)/(\hbar v)$. One branch then gives

$$\Gamma=\frac{2\pi}\hbar\frac{V}{8\pi^3}\frac{\hbar}{2\rho V}\frac{q^5}{\hbar v^2}\int D^2(\hat{\mathbf q}\cdot\mathbf r_{-+})^2d\Omega=\frac{E^5}{8\pi^2\rho\hbar^6v^7}\int D^2(\hat{\mathbf q}\cdot\mathbf r_{-+})^2d\Omega. \tag{7}$$

Two powers of $q$ come from strain, two from the dipole and two from the density of modes; the factor $1/\omega$ removes one.

Let $c=\cos\theta$ be measured from the normal. The azimuthal integral of $(\hat{\mathbf q}\cdot\mathbf r_{-+})^2$ is $\pi r^2(1-c^2)$. For longitudinal modes $D=\Xi_d+\Xi_uc^2$, so the angular integral is

$$\pi r^2\int_{-1}^{1}(1-c^2)(\Xi_d+\Xi_uc^2)^2dc=\pi r^2\left[\tfrac43\Xi_d^2+\tfrac8{15}\Xi_d\Xi_u+\tfrac4{35}\Xi_u^2\right].$$

One transverse polarization is horizontal and has $D=0$. The other has $D^2=\Xi_u^2c^2(1-c^2)$, and gives

$$\pi r^2\Xi_u^2\int_{-1}^{1}c^2(1-c^2)^2dc=\pi r^2\Xi_u^2\left(\tfrac23-\tfrac45+\tfrac27\right)=\tfrac{16\pi}{105}r^2\Xi_u^2.$$

Taking out $4\pi r^2/3$ and inserting both integrals in (7),

$$\Gamma_v(E)=\frac{E^5r^2}{6\pi\rho\hbar^6}\left[\frac{\Xi_d^2+\frac25\Xi_d\Xi_u+\frac3{35}\Xi_u^2}{v_L^7}+\frac{\frac4{35}\Xi_u^2}{v_T^7}\right]. \tag{8}$$

At temperature $T$, emission is multiplied by $n(E)+1$, with $n=1/(e^{E/k_BT}-1)$. The formulas below take $n\ll1$ unless stated. $\square$

## Proof of the theorem and shape of the peak

Lemma 2 multiplies the squared valley matrix element by $\sin^2(\alpha+\beta)$, and Lemma 1 supplies the phonon energy. This proves (3).

Near resonance $\beta\simeq M/(2E_v)$ is small, while $\alpha$ is of order one. To leading order $E\simeq E_v$ and

$$\sin^2\alpha=\tfrac12(1-\cos2\alpha)=\tfrac12\left(1-\frac{|\delta|}{\sqrt{\delta^2+4M^2}}\right),$$

which gives (4). Half height requires the bracket in (4) to equal $1/2$. With $x=|\delta|$ this means $2x=\sqrt{x^2+4M^2}$, so $3x^2=4M^2$ and $x=2M/\sqrt3$. The two sides together give the width $4M/\sqrt3$.

The growth of $\Gamma_v$ with energy does not remove the peak. Just above resonance the logarithmic slope of the mixing factor is $-1/(2M)$ to leading order. There $dE/dE_z\simeq1/2$, so the factor $E^5$ contributes only $+5/(2E_v)$. For $M\ll E_v$ the negative slope wins. Just below resonance both slopes are positive. $\square$

**Remark: the cusp and its step.** The cusp arises because the label "spin-like" changes branch at $\delta=0$; each energy branch by itself is smooth. At $\delta\to0^\pm$, $\alpha=\pm\pi/4$ and

$$\sin^2(\alpha+\beta)=\tfrac12(1\pm\sin2\beta)\simeq\tfrac12(1\pm M/E_v).$$

The energies are $E\simeq E_v\pm M$, so $E^5$ contributes another factor $1\pm5M/E_v$. The rates on the two sides are therefore $\frac12\Gamma_v(E_v)(1\pm6M/E_v)$, to first order. Their difference divided by their sum is $6M/E_v$.

## Corollary: away from resonance

For $|\delta|\gg M$ both angles are small, and

$$\alpha+\beta\simeq\frac M{E_z-E_v}+\frac M{E_z+E_v}=\frac{2ME_z}{E_z^2-E_v^2}.$$

With $E\simeq E_z$ this gives

$$\Gamma_s\simeq\Gamma_v(E_z)\frac{4M^2E_z^2}{(E_z^2-E_v^2)^2}. \tag{9}$$

The first term comes from mixing in the excited state and the second from mixing in the ground state. As $B\to0$ they tend to $-M/E_v$ and $+M/E_v$, and cancel. The mixing probability falls as $B^2$. Together with $\Gamma_v\propto B^5$ this gives $\Gamma_s\propto B^7$ at zero temperature. If instead $k_BT\gg E_z$, the factor $n+1\simeq k_BT/E_z$ lowers the power for emission to six. This power belongs to the direct path only. The $\tau_z$ part of the phonon operator also allows thermally activated spin flips through the upper valley, at a rate nearly independent of field when $E_z$ is small compared with both $E_v$ and $k_BT$; otherwise activation over $E_v-E_z$ makes it grow with field. For the example below, with half the dipole difference of the valleys equal to 1 nm, these flips dominate the phonon rate at 0.3 K up to $E_z\simeq0.2E_v$, though no longer at $0.3E_v$; at 0.1 K they are negligible down to $0.02E_v$.

Above the peak, write $x=E_z/E_v$. Equation (9) varies as $x^7/(x^2-1)^2$, and its logarithmic derivative vanishes when

$$\frac7x=\frac{4x}{x^2-1}\quad\Longrightarrow\quad x=\sqrt{7/3}\simeq1.53 .$$

The derivative is negative between the peak and this point and positive beyond it, so this is a minimum. Beyond the minimum, the growth of the phonon rate outweighs the loss of mixing as long as the $E^5$ law holds. That law requires the phonon wavevector times the dot radius to be small. Otherwise the growth is weaker, and the minimum moves to higher field or disappears. For the isotropic solid and the parameters of the example below, a dot radius of 8 nm moves it to $x\simeq1.66$, and at 12 nm it is gone. The rate does not climb back to the peak height within the range of the model: for the same parameters, (9) would need $E_z\simeq165E_v$, far outside that range.

## Lemma 4: how small may the coupling be?

Equation (4) has a height independent of $M$, yet without spin-orbit coupling there is no relaxation. The resolution lies in the order of $M$ and the phonon linewidth.

At resonance and low temperature, neglect $\beta$ and the change of $\Gamma_v$ across the doublet. The amplitude of $|+\downarrow\rangle$ decays at $\Gamma_v/2$, and the ground state does not feed population back. The excited amplitudes then evolve under

$$H_{\rm eff}=\begin{pmatrix}0&iM\\-iM&-i\hbar\Gamma_v/2\end{pmatrix}.$$

Its eigenvalues satisfy $\lambda^2+i\hbar\Gamma_v\lambda/2-M^2=0$, hence

$$\lambda=-\frac{i\hbar\Gamma_v}4\pm\sqrt{M^2-\left(\frac{\hbar\Gamma_v}4\right)^2}.$$

Population decays at $-2\operatorname{Im}\lambda/\hbar$. For $M>\hbar\Gamma_v/4$ the root is real and both modes decay at $\Gamma_v/2$. An electron prepared as $|-\uparrow\rangle$ oscillates between the two excited states, and its excited population decays with this average rate.

For $M\ll\hbar\Gamma_v/4$, put $\kappa=\hbar\Gamma_v/4$ and expand $\sqrt{\kappa^2-M^2}\simeq\kappa-M^2/(2\kappa)$. The slow eigenvalue is $-iM^2/(2\kappa)$, with decay rate

$$\Gamma_{\rm slow}\simeq\frac{M^2}{\hbar\kappa}=\frac{4M^2}{\hbar^2\Gamma_v}. \tag{10}$$

This vanishes with $M$. Valley decay is then so fast that it interrupts the transfer from spin to valley. Equal energies alone produce no peak; in this dipole model the peak needs both $M$ and $\mathbf r_{-+}$. $\square$

## Worked example: a silicon MOS dot

Take rough typical values: $E_v=300$ µeV, $M=0.050$ µeV, $r=1.0$ nm, dot radius 8.0 nm, $g=2.0$ and $T=0.1$ K. The radius is defined by a density proportional to $\exp(-r_\parallel^2/\text{radius}^2)$, where $r_\parallel$ is the in-plane distance from the centre. For the phonons use $\rho=2330$ kg/m$^3$, $v_L=9000$ m/s, $v_T=5400$ m/s, $\Xi_d=5.0$ eV and $\Xi_u=9.0$ eV.

Resonance occurs at $B=E_v/(g\mu_B)=2.59$ T. The longitudinal bracket in (8) is $25+18+6.9=49.9$ eV$^2$, and the transverse one is $4(81)/35=9.3$ eV$^2$. The longitudinal potential is larger, but $(v_L/v_T)^7\simeq36$ favours transverse phonons. The result is

$$\Gamma_v=(1.14+7.54)\times10^6\ \text{s}^{-1}=8.7\times10^6\ \text{s}^{-1}.$$

The peak rate is half of this, $4.3\times10^6$ s$^{-1}$, or $T_1=0.23$ µs. Its width is $4(0.050)/\sqrt3=0.115$ µeV. Dividing by $E_v$ and multiplying by the resonance field gives 1.0 mT. The step is $6(0.050)/300=1.0\times10^{-3}$ of the sum of the two rates.

The threshold $\hbar\Gamma_v/4$ is 0.0014 µeV, about 35 times below $M$, so the height in (4) applies. Evolving $H_{\rm eff}$ from $|-\uparrow\rangle$ to $t=2/\Gamma_v$ leaves an excited population of 0.364, close to $e^{-1}=0.368$.

With all other parameters fixed, (3) and (8) give the following rates. They include only phonon emission through the valley path. They neglect the finite dot radius, which matters more at higher field, and also gate noise and higher orbitals, which can change the rates considerably away from the peak, as the next section shows.

| $E_z/E_v$ | $\Gamma_s$ (s$^{-1}$) |
|---|---|
| 0.5 | 0.013 |
| 0.9 | 13 |
| 1, peak | $4.3\times10^6$ |
| 1.1 | 43 |
| 1.53, minimum | 11 |
| 2.0 | 14 |

At ten percent below resonance the rate is already more than five orders of magnitude below the peak. For $M\ll|\delta|\ll E_v$, (4) gives wings that fall as $\Gamma_v(E_v)M^2/\delta^2$.

## Comparison with real devices

Valley splittings of a few tenths of a meV are a realistic regime for MOS dots. The dipole and $M$ depend on interface disorder and are the least certain inputs. At fixed $E_v$, and with $M$ well above the damping threshold, doubling $r$ at fixed $M$ raises the peak fourfold, while doubling $M$ at fixed $r$ doubles its width. In a device the two need not be independent. A linear spin-orbit coupling of strength $a$ contributes up to $am_tE_vr/\hbar^2$ to $M$, where $m_t$ is the in-plane effective mass. For $a=10$ µeV nm this is only 0.0075 µeV, so the value of $M$ assumed here requires a stronger or valley-dependent spin-orbit coupling. A stronger linear coupling would also enhance the path through higher orbitals discussed below. Real devices also break the assumption of bulk isotropic phonons. Rough cubic elastic constants of silicon (166, 64 and 80 GPa for $C_{11}$, $C_{12}$ and $C_{44}$) raise the valley rate by a factor 1.50. The finite dot radius, for the isotropic solid, lowers it by a factor 0.87. The layers above the interface can matter more. A transverse wave at normal incidence on it has a reflection amplitude of only about 0.21, but such a wave has $D=0$ and does not couple to the dot. Oblique waves do couple, and slower phonons arriving from the oxide add to the emission channels. For isotropic half-spaces of silicon and thick oxide (density 2200 kg/m$^3$, sound speeds 5970 and 3750 m/s), matching displacement and stress at the interface gives a valley rate 2.6 to 2.8 times the bulk value for a point dipole within 3 nm of the interface, and 2.2 to 2.4 times the finite-size bulk value for the 8 nm dot. A gate oxide of 5 to 10 nm is, however, thin compared with the transverse wavelength in the oxide, about 52 nm, and the gate above it then sets the factor. For a dot 2 nm from the interface the factor is 0.9 to 1.0 under thick silicon, and about 4 to 6 under thick aluminium (2700 kg/m$^3$, 6420 and 3040 m/s). These factors hold for $\Xi_d=5$ eV, a poorly known constant. For $\Xi_d=1.1$ or $-11$ eV the bulk rate changes by only 10 percent, but for the 8 nm dot at 2 nm the factor becomes 1.9 or 2.9 under thick oxide, 1.1 or 1.6 to 2.3 under silicon, and 3.1 to 3.6 under aluminium. The peak height is thus an estimate of order of magnitude.

Electrical noise adds a second channel. A gate resistance of 50 Ω whose voltage drops over 100 nm has zero-temperature noise $S_V=2ER$, where $R$ is the resistance. The golden rule gives a valley rate $(er/L)^2S_V/\hbar^2=1.1\times10^6$ s$^{-1}$, with $L$ the gate length. This is 13 percent of the phonon value, and it acquires the same mixing factor. Since it grows as $E$ rather than $E^5$, it gains importance in dots with smaller valley splitting and at lower fields. The ratio of noise to phonon rate varies as $E^{-4}$, so with the bulk phonon rate (8) noise overtakes the phonons in this dot below $E_z\simeq0.6E_v$; a higher phonon rate lowers this crossing. With the mixing factor proportional to $B^2$, the zero-temperature rate at low field then follows $B^3$ instead of $B^7$.

Slow detuning jitter of 0.010 µeV rms lowers the averaged peak to 0.92 of its height. Other corrections are smaller at the peak, though some matter away from it:

- A longitudinal coupling equal to $M$ changes the rate at $\delta=-M$ by about $-2\times10^{-4}$ of its value.
- The phonon number at $E_v$ is negligible at 0.1 K and 0.03 at 1 K.
- A linear spin-orbit coupling of 10 µeV nm, acting through orbitals 6.3 meV higher, gives about $10^{-8}$ of the peak rate. Away from the peak it is not negligible: at $E_z=2E_v$ it alone would give about half the tabulated rate. Its amplitude also interferes with that of the valley path. For parallel dipoles this multiplies the tabulated rate there by about 2.9 or 0.09, depending on the relative sign.
- Phonon emission plus absorption inside the doublet, driven by $\tau_z$ with half the dipole difference set to 1 nm, has a total rate of about $6\times10^{-9}$ s$^{-1}$ at the peak. Relative to $\Gamma_s$ it grows with field above the peak: it is 1.3 percent at the minimum and 7 percent at $E_z=2E_v$. The gate noise above drives the same transition at about $6\times10^4$ s$^{-1}$ at the peak, far faster than phonons but still under 2 percent of the peak rate. At 1 K the same $\tau_z$ term opens thermally activated paths through the upper valley, which raise the phonon relaxation rate at $E_z=0.5E_v$ from 0.019 to 0.16 s$^{-1}$; at 0.1 K they leave that entry unchanged.

For a spin qubit with these parameters, avoiding the resonance by a few widths is not enough if a long $T_1$ is needed. On the wings of the peak, (9) gives a first estimate of the required detuning; farther away, gate noise and higher orbitals must be included. The numerical output below lists the main inputs and results; the cubic elastic constants, the oxide density and transverse speed, and the effective mass are set in the program. The layered-interface factors, the finite-radius shift of the minimum, the thermally activated rates and the interference factors are not part of that output.

## Table of computed values

```
valley splitting Ev = 300 micro-eV
spin-valley coupling M = 0.050 micro-eV
intervalley dipole r = 1.0 nm
dot radius = 8.0 nm
g factor = 2.0
temperature = 0.1 K
density = 2330 kg/m^3
sound speeds LA, TA = 9000, 5400 m/s
potentials Xi_d, Xi_u = 5.0, 9.0 eV
resonance field = 2.591 T
minimum gap 2M = 0.100 micro-eV
LA part of valley rate = 1.138e+06 1/s
TA part of valley rate = 7.537e+06 1/s
valley rate Gamma_v(Ev) = 8.675e+06 1/s
box sum / averaged formula = 1.000000
peak spin rate = 4.338e+06 1/s
T1 at peak = 0.231 microseconds
rate just below resonance = 4.3330e+06 1/s
rate just above resonance = 4.3416e+06 1/s
step, difference/sum = 1.000e-03
full width = 0.1155 micro-eV
full width in field = 0.997 mT
spin rate at Ez/Ev = 0.5: 1.339e-02 1/s
spin rate at Ez/Ev = 0.9: 1.277e+01 1/s
spin rate at Ez/Ev = 1.1: 4.259e+01 1/s
spin rate at Ez/Ev = 2.0: 1.371e+01 1/s
minimum above peak at Ez/Ev = 1.5275
spin rate at minimum = 1.052e+01 1/s
low-field power of B = 7.001
hbar*Gamma_v/4 = 0.00143 micro-eV
excited population at 2/Gamma_v = 0.3638
finite-size rate / dipole rate = 0.871
cubic / isotropic rate, r on [100] = 1.498
cubic / isotropic rate, r on [110] = 1.498
TA reflection amplitude at oxide = 0.208
change from longitudinal coupling = -2.2e-04
detuning jitter rms = 0.010 micro-eV
jitter-averaged peak / peak = 0.921
phonon number at Ev, 0.1 K = 7.6e-16
phonon number at Ev, 1 K = 0.0317
decay inside doublet at peak = 6.2e-09 1/s
inner decay / spin rate at minimum = 1.3e-02
orbital spacing = 6.27 meV
linear spin-orbit strength = 10.0 micro-eV nm
orbital-path rate / peak rate = 1.2e-08
gate resistance = 50 ohm
gate length = 100 nm
Johnson-noise valley rate = 1.11e+06 1/s
```
